# When ⟨S²⟩ Matches a Spin Eigenvalue but the UHF State Is Mixed

**Q.** I have a UHF calculation on two sulfur atoms 2000 pm apart, in the 6-31G basis, with equal numbers of α and β electrons. It gives \(\langle S^2\rangle=2.003\,\hbar^2\). A triplet has \(S(S+1)\hbar^2=2\hbar^2\), so I call this state a triplet with a trace of contamination. Is anything wrong with that?

**A.** The inference is wrong. Write the normalized state as a sum of parts with definite total spin, and let \(w_S\) be the squared norm of the part with spin \(S\). Parts with different \(S\) are orthogonal, so

\[
\sum_S w_S=1,\qquad \langle S^2\rangle=\hbar^2\sum_S w_S\,S(S+1).
\]

The second sum is an average. It can equal 2 because \(w_1=1\), or because a singlet part, below the triplet value, balances parts with \(S\ge2\), above it. The average alone cannot decide between these; the weights can.

**Q.** Can the weights be found from a UHF determinant without writing out all its spin components?

**A.** Yes: rotate its spins and see how the overlap with the original determinant changes. Components of different \(S\) respond differently.

I assume collinear UHF: each occupied orbital is purely α or purely β. Let \(N_\alpha\ge N_\beta\) and \(M=(N_\alpha-N_\beta)/2\), so \(S_z\) has the eigenvalue \(M\hbar\). A singular-value decomposition of the α–β overlap matrix lets us choose occupied orbitals \(a_i\) and \(b_i\) with

\[
\langle a_i|b_j\rangle=t_i\delta_{ij},\qquad 0\le t_i\le1 .
\]

This mixes occupied orbitals of the same spin among themselves, which changes the determinant by a phase at most. There are \(N_\beta\) pairs \((a_i,b_i)\), and \(2M\) α orbitals are left without a partner. Define \(T_i=t_i^2\) and \(u_i=1-T_i\). A closed-shell pair has \(u_i=0\), and a fully broken pair has \(u_i=1\).

Let \(R=\exp(-i\theta S_y/\hbar)\), \(c=\cos(\theta/2)\) and \(s=\sin(\theta/2)\), with \(0\le\theta\le\pi\). On one electron,

\[
R\alpha=c\,\alpha+s\,\beta,\qquad R\beta=-s\,\alpha+c\,\beta .
\]

The overlap of two determinants is the determinant of the overlaps between their occupied spin orbitals. Here that matrix splits into blocks. A pair contributes

\[
\det\begin{pmatrix}c&-s\,t_i\\ s\,t_i&c\end{pmatrix}=c^2+s^2T_i ,
\]

and each unpaired α orbital contributes \(c\). Therefore

\[
F(\theta)\equiv\langle\Phi|R|\Phi\rangle=c^{2M}\prod_{i=1}^{N_\beta}(c^2+s^2T_i)
=c^{2M}\prod_{i=1}^{N_\beta}(1-u_is^2),
\]

where the last form uses \(c^2=1-s^2\).

**Q.** Does this reproduce the number my program prints as \(\langle S^2\rangle\)?

**A.** It does, from small angles. To second order, \(s^2=\theta^2/4\) and \(c^{2M}=1-M\theta^2/4\). With \(D=\sum_iu_i\),

\[
F=1-\frac{\theta^2}{4}(M+D)+\dots
\]

Expanding the exponential instead gives

\[
F=1-\frac{\theta^2}{2\hbar^2}\langle S_y^2\rangle+\dots
\]

The linear term is absent because \(S_y\) changes \(M\) by one unit. Comparison yields \(\langle S_y^2\rangle=\hbar^2(M+D)/2\). A quarter turn about \(z\) changes \(\Phi\) by a phase and carries \(S_x\) into \(S_y\), so \(\langle S_x^2\rangle\) has the same value. Adding \(\langle S_z^2\rangle=\hbar^2M^2\),

\[
\langle S^2\rangle=\hbar^2[M(M+1)+D].
\]

For \(M=0\), the printed value is simply the total amount of pair breaking. Two fully broken pairs give \(2\hbar^2\), whatever a triplet would give.

**Q.** And the weights for those two broken pairs?

**A.** Take \(M=0\) and set \(x=\cos\theta\). A spin-\(S\) component with zero projection has the rotation overlap \(P_S(x)\), the Legendre polynomial. Rotations do not connect different total spins, hence

\[
F=\sum_Sw_SP_S(x).
\]

The weights are the Legendre coefficients of \(F\). They are unique because these polynomials have different degrees.

For two fully broken pairs, every other pair being closed, \(F=c^4\). Since \(c^2=(1+x)/2\),

\[
F=\frac{1+2x+x^2}{4}.
\]

With \(P_0=1\), \(P_1=x\) and \(P_2=(3x^2-1)/2\), we have \(x^2=(P_0+2P_2)/3\). Substitution gives

\[
F=\frac14\left[\left(1+\frac13\right)P_0+2P_1+\frac23P_2\right]
=\frac13P_0+\frac12P_1+\frac16P_2 .
\]

The state is one third singlet, one half triplet and one sixth quintet. The average is

\[
\frac13(0)+\frac12(2)+\frac16(6)=2 .
\]

**Q.** My value was 2.003, not 2. Are the sulfur atoms really this mixture?

**A.** Nearly. The UHF solution has one atom with projection \(+\hbar\) and the other with \(-\hbar\). Each atom is close to a triplet, but fixing opposite projections does not fix how the two atomic spins combine.

A separate UHF calculation on one atom gives \(2.001387\,\hbar^2\), an excess of \(0.001387\,\hbar^2\) over a pure triplet. Two atoms contribute twice that excess:

\[
2+2(0.001387)=2.002774,
\]

in agreement with the pair calculation. Its weights are 0.3331 for the singlet, 0.4999 for the triplet, 0.1669 for the quintet and 0.0001 for \(S=3\). Their average is

\[
2(0.4999)+6(0.1669)+12(0.0001)\approx2.002 ,
\]

which agrees with 2.003 within the rounding of the weights. In SI units, the mean is \(2.227\times10^{-68}\ \mathrm{J^2\,s^2}\). The small excess describes contamination within the atoms. It says nothing about the half of the state that is not triplet.

**Q.** Then how can I trust the triplet label for bonded S\(_2\)? With two more α than β electrons, at 190 pm, I get \(2.020\,\hbar^2\). That is further from 2.

**A.** It is further from 2 and much purer. The difference is \(M\). A component with spin \(S\) can have projection \(M\) only if \(S\ge M\). For \(M=1\) there is no singlet to pull the average down, so an average near 2 leaves little room for higher spins.

To make this quantitative, subtract the lowest possible value from the average:

\[
D=\sum_{S>M}w_S\,[S(S+1)-M(M+1)].
\]

The smallest bracket belongs to \(S=M+1\):

\[
(M+1)(M+2)-M(M+1)=2(M+1).
\]

Every term is therefore at least \(2(M+1)w_S\), and since \(\sum_{S>M}w_S=1-w_M\),

\[
1-w_M\le\frac{D}{2(M+1)} .
\]

For bonded S\(_2\), \(D=0.02045\), so the non-triplet weight is at most \(0.02045/4=0.0051\). The computed triplet weight is 0.9949, with nearly all the remainder in the quintet. ("Bonded" here refers to the distance. In this small basis the UHF energy at 190 pm lies about \(1.4\times10^{-20}\ \mathrm J\) above that of two separate atoms; the spin analysis does not depend on this.)

Thus a match with the lowest allowed value, \(M(M+1)\hbar^2\), does prove purity, because then \(D=0\). A match with a higher eigenvalue does not.

**Q.** You have shown that a higher match need not mean purity. Could some other UHF determinant with \(M=0\) still be a pure triplet?

**A.** No. For \(M=0\), average \(F\) over \(x\) from \(-1\) to 1. All Legendre polynomials except \(P_0\) average to zero, so

\[
w_0=\frac12\int_{-1}^{1}\prod_i(c^2+s^2T_i)\,dx>0 .
\]

The integrand is never negative, and it is positive near \(x=1\), where \(c^2\) is near 1. Every collinear determinant with \(M=0\) therefore has a singlet part.

The same holds for the lowest spin at any \(M\). To isolate it, add an auxiliary spin of size \(M\), with projection \(-M\hbar\), and rotate both systems. The auxiliary spin can be represented by \(2M\) spins one-half, all down, so its overlap is \(c^{2M}\). The combined system has zero projection. Its total overlap \(c^{2M}F\) is thus a sum of Legendre polynomials, and averaging over \(x\) selects total spin zero.

A component of spin \(S\) can combine with the auxiliary spin \(M\) to give zero only if \(S=M\). That component has its maximum projection, so its own overlap is also \(c^{2M}\). Using \(y=c^2=(1+x)/2\), the average of the product is

\[
\frac12\int_{-1}^{1}c^{4M}dx=\int_0^1y^{2M}dy=\frac1{2M+1}.
\]

Consequently,

\[
w_M=\frac{2M+1}{2}\int_{-1}^{1}c^{4M}\prod_i(c^2+s^2T_i)\,dx>0 .
\]

A collinear UHF determinant can be spin-pure only with \(S=M\), and then \(D=0\).

**Q.** But a triplet has an \(M=0\) member. What does it look like, if not like a UHF determinant?

**A.** It needs more than one determinant. Take two orthogonal open-shell orbitals \(a\) and \(b\), and lower the spin of the \(M=1\) state:

\[
S_-|a\alpha\,b\alpha|=\hbar\left(|a\beta\,b\alpha|+|a\alpha\,b\beta|\right).
\]

The normalized triplet is the sum in parentheses divided by \(\sqrt2\). Either determinant alone has one fully broken pair, so

\[
F=c^2=\frac{1+x}{2}=\frac12P_0+\frac12P_1 .
\]

It is half singlet and half triplet, with \(\langle S^2\rangle=\hbar^2\).

The condition \(S=M\) for a spin-pure determinant relies on the orbitals being collinear. Rotating the \(M=1\) determinant as a whole with \(R\), at an angle \(0<\theta<\pi\), gives another single determinant that is still a pure triplet. Its spin orbitals mix α and β, however, and it is no longer an eigenstate of \(S_z\).

**Q.** Is dissociated N\(_2\) another example of an accidental match?

**A.** Not at the dissociation limit. Treat the atoms as pure quartets with opposite projections. Three pairs are fully broken, so \(\langle S^2\rangle=3\hbar^2\). Solving \(S(S+1)=3\) gives

\[
S=\frac{-1+\sqrt{13}}2\approx1.303,
\]

which is not an allowed spin. The value itself reveals that the state is mixed. To find the weights, use \(P_3=(5x^3-3x)/2\), or \(x^3=(3P_1+2P_3)/5\):

\[
\begin{aligned}
F&=\frac{1+3x+3x^2+x^3}{8}\\
&=\frac18\left[2P_0+\frac{18}{5}P_1+2P_2+\frac25P_3\right]\\
&=\frac14P_0+\frac9{20}P_1+\frac14P_2+\frac1{20}P_3 .
\end{aligned}
\]

The average is \(0.9+1.5+0.6=3\).

A false match can occur before dissociation. If a UHF solution with \(M=0\) changes continuously from a closed shell to three broken pairs, \(D\) runs from 0 to 3 and must pass through 2. As a model, give the three pairs equal overlaps with \(T_i=1/3\). Then \(D=3(2/3)=2\), and

\[
c^2+\frac{s^2}{3}=\frac{1+x}{2}+\frac{1-x}{6}=\frac{2+x}{3}.
\]

Cubing and using the same substitutions,

\[
\begin{aligned}
F&=\frac{8+12x+6x^2+x^3}{27}\\
&=\frac{10}{27}P_0+\frac7{15}P_1+\frac4{27}P_2+\frac2{135}P_3 .
\end{aligned}
\]

The triplet weight is 0.467, although the mean is again \(2\hbar^2\). In a real N\(_2\) molecule the σ and π overlaps differ, so these weights belong to the model and not to a particular bond length.

**Q.** Is there a single additional number that would have warned me about the sulfur pair?

**A.** The variance of \(S^2\). It is zero for a spin eigenstate and positive for a mixture. For \(M=0\), it follows from the same overlap.

Put \(\lambda=S(S+1)\). Legendre's equation is

\[
(1-x^2)P_S''-2xP_S'+\lambda P_S=0 .
\]

At \(x=1\), where \(P_S=1\), it gives \(P_S'(1)=\lambda/2\). Differentiating the equation once gives

\[
(1-x^2)P_S'''-4xP_S''+(\lambda-2)P_S'=0,
\]

and hence \(P_S''(1)=\lambda(\lambda-2)/8\). Averaging over the weights,

\[
F''(1)=\frac{\langle\lambda^2\rangle-2\langle\lambda\rangle}{8}.
\]

On the other side, \(s^2=(1-x)/2\), so \(F=\prod_i[1-u_i(1-x)/2]\). Differentiating two different factors, in either order, gives

\[
F''(1)=2\sum_{i<j}\frac{u_iu_j}{4}
=\frac14\left(D^2-\sum_iu_i^2\right).
\]

Equating the two expressions and using \(\langle\lambda\rangle=D\),

\[
\langle\lambda^2\rangle=2D^2-2\sum_iu_i^2+2D .
\]

Now subtract \(D^2\), write \(D=\sum_iu_i\), and use \(u_i-u_i^2=u_iT_i\):

\[
\operatorname{Var}(S^2)=\hbar^4\left[D^2+2\sum_iu_iT_i\right]\ge\langle S^2\rangle^2 .
\]

For an \(M=0\) determinant, the standard deviation is therefore at least as large as the mean. For the separated sulfur atoms it is \(2.004\,\hbar^2\), beside a mean of \(2.003\,\hbar^2\). For bonded S\(_2\) with \(M=1\), the standard deviation obtained from the weights is \(0.286\,\hbar^2\), beside a mean of \(2.020\,\hbar^2\).

The numerical check tests the weights and the variance formula against explicit spin projectors and operators, including determinants with random orbitals.

**Q.** Should I then reject the separated-atom calculation?

**A.** Not for its energy. When the atoms do not interact, turning the spin of one relative to the other costs nothing, so the singlet, triplet and quintet couplings of two pure triplet atoms have the same energy. In the same limit the determinant is a product of two atomic UHF determinants, one with its spins reversed, so its energy is the sum of the atomic UHF energies. Its own singlet, triplet and quintet components are only nearly degenerate: the triplet lies about \(1\times10^{-21}\ \mathrm J\) and the quintet about \(5\times10^{-21}\ \mathrm J\) above the singlet. The tiny \(S=3\) component cannot be built from two triplet atoms and lies about \(2\times10^{-18}\ \mathrm J\) higher. The small quintet admixture within each atom lies high in energy and is shared unevenly among the total spins; a triplet atom and a quintet atom cannot couple to a singlet. The computed pair energy differs from twice the atomic energy by about \(10^{-24}\ \mathrm J\) (\(5.7\times10^{-25}\ \mathrm J\) in this calculation; the value depends on how the non-spherical atoms happen to be oriented, because it comes from their quadrupole moments), compared with an atomic energy of magnitude \(1.73\times10^{-15}\ \mathrm J\).

What must go is the triplet label. Once the atoms interact, the different spin couplings can have different energies, and the energy of this determinant is not that of a pure triplet. To judge a UHF state, compare \(\langle S^2\rangle\) with \(M(M+1)\hbar^2\) for the \(M\) actually used. For your separated atoms that reference is zero, and the excess is \(2.003\,\hbar^2\).

## Values computed for the example and the checks

```
Two broken pairs: mean S^2 = 2.0000 hbar^2
Two broken pairs: standard deviation = 2.0000 hbar^2
Two broken pairs: weight S=0 = 0.333333 (no unit)
Two broken pairs: weight S=1 = 0.500000 (no unit)
Two broken pairs: weight S=2 = 0.166667 (no unit)
Three broken pairs: mean S^2 = 3.0000 hbar^2
Three broken pairs: standard deviation = 3.0000 hbar^2
Three broken pairs: weight S=0 = 0.250000 (no unit)
Three broken pairs: weight S=1 = 0.450000 (no unit)
Three broken pairs: weight S=2 = 0.250000 (no unit)
Three broken pairs: weight S=3 = 0.050000 (no unit)
Three pairs: formal S from mean = 1.3028 (no unit)
Partial triple bond: each T = 0.333333 (no unit)
Partial triple bond: mean S^2 = 2.0000 hbar^2
Partial triple bond: standard deviation = 2.3094 hbar^2
Partial triple bond: weight S=0 = 0.370370 (no unit)
Partial triple bond: weight S=1 = 0.466667 (no unit)
Partial triple bond: weight S=2 = 0.148148 (no unit)
Partial triple bond: weight S=3 = 0.014815 (no unit)
Six broken pairs: mean S^2 = 6.0000 hbar^2
Six broken pairs: weight S=2 = 0.297619 (no unit)
S atom: UHF/6-31G energy = -1.73287390e-15 J
S atom: mean S^2 = 2.001387 hbar^2
S atom: weight S=1 = 0.999653 (no unit)
Separated S atoms: distance = 2000 pm
Separated S atoms: |E - 2 E_atom| = 5.7e-25 J
Separated S atoms: mean S^2 = 2.002774 hbar^2
Separated S atoms: mean S^2 = 2.227328e-68 J^2 s^2
Separated S atoms: standard deviation = 2.004157 hbar^2
Separated S atoms: weight S=0 = 0.333102 (no unit)
Separated S atoms: weight S=1 = 0.499861 (no unit)
Separated S atoms: weight S=2 = 0.166898 (no unit)
Separated S atoms: weight S=3 = 0.000139 (no unit)
Separated S atoms: two smallest T = 3.73e-33, 5.26e-31 (no unit)
Bonded S2: distance = 190 pm
Bonded S2, M=1: mean S^2 = 2.020450 hbar^2
Bonded S2, M=1: mean S^2 = 2.246987e-68 J^2 s^2
Bonded S2, M=1: standard deviation = 0.286243 hbar^2
Bonded S2, M=1: weight S=1 = 0.994901 (no unit)
Bonded S2, M=1: weight S=2 = 0.005090 (no unit)
Bonded S2, M=1: weight S=3 = 0.000009 (no unit)
Bonded S2: bound on non-triplet weight = 0.005113 (no unit)
```
